# The Nuclear Cusp of Each Spin Density and Its Extrapolation

## 1. Why the value at the nucleus needs care

The isotropic hyperfine coupling of a radical depends on the difference between the densities of spin-up and spin-down electrons at one point, the nucleus. At that point a Gaussian basis has the wrong form: the true density has a cusp there, while a finite sum of Gaussians is smooth. A short distance away the same calculation may be much better. If the shape of the spin density near the nucleus is known, its value at the nucleus can be recovered from those better points.

The connection with the coupling follows from magnetostatics. A uniformly magnetized sphere has interior field $\mathbf B=\tfrac23\mu_0\mathbf M$. With dimensionless spin operators and $g_e>0$, the electron magnetization is $-g_e\mu_B\sum_i\mathbf s_i\delta(\mathbf r_i)$ at the nucleus, and the nuclear moment is $g_N\mu_N\mathbf I$. The energy $-\boldsymbol\mu\cdot\mathbf B$ is therefore

$$
H_c=\tfrac23\mu_0 g_e\mu_Bg_N\mu_N\sum_i\mathbf s_i\cdot\mathbf I\,\delta(\mathbf r_i).
$$

For a spin doublet this acts as $hA\,\mathbf S\cdot\mathbf I$. In the state $M_S=\tfrac12$, the expectation value of $\sum_i s_{iz}\delta(\mathbf r_i)$ is $\rho(0)/2$, where $\rho=n_\alpha-n_\beta$, and that of $S_z$ is $1/2$. Hence

$$
A=\frac{2\mu_0g_e\mu_Bg_N\mu_N}{3h}\,\rho(0). \tag{1}
$$

In (1) the density is in SI units. Elsewhere Hartree atomic units are used. A relative error in $\rho(0)$ is the same relative error in $A$.

## 2. Statement and assumptions

Let $\Psi$ be a normalized bound eigenfunction of $N$ electrons with the nonrelativistic, spin-free Coulomb Hamiltonian and fixed point nuclei. The nucleus of interest has charge $Z$ and lies at the origin. For a function $F$ of all electron coordinates, define

$$
\langle F\rangle_\sigma(\mathbf r)=N\sum_{s_2\ldots s_N}\int F(\mathbf r\sigma,\mathbf r_2s_2,\ldots)\,d^3r_2\cdots d^3r_N ,
$$

so that $n_\sigma=\langle|\Psi|^2\rangle_\sigma$. A bar denotes the average over directions at fixed $r$. The claim is

$$
\boxed{\left.\frac{d\bar n_\sigma}{dr}\right|_{0}=-2Z\,n_\sigma(0),\qquad \sigma=\alpha,\beta\ \text{separately.}} \tag{2}
$$

Two properties of $\Psi$ are taken as input. The first is Kato's regularity result: $\Psi$ is continuous and its first derivatives are bounded, although they may jump where particles meet. The second is that $\Psi$ and its first derivatives decay exponentially when any electron moves far away. The cusp coefficient itself is not assumed.

## 3. An equation for one spin density

The Hamiltonian contains no spin operator, so each spin component of $\Psi$ satisfies the same differential equation. We may therefore fix the spin of electron 1 at $\sigma$ throughout. Write the potential as $-Z/r_1+V_{\rm rest}$, where $V_{\rm rest}$ holds the attraction of electron 1 to other nuclei, the attraction of the other electrons to all nuclei, and all repulsions. Then

$$
-\tfrac12\sum_{j=1}^N\nabla_j^2\Psi+\left(-\frac Z{r_1}+V_{\rm rest}\right)\Psi=E\Psi .
$$

Solving for the Laplacian of electron 1 gives

$$
\nabla_1^2\Psi=2\left(-\frac Z{r_1}+V_{\rm rest}-E\right)\Psi-\sum_{j\ge2}\nabla_j^2\Psi . \tag{3}
$$

Differentiating the density twice gives, by the product rule,

$$
\nabla^2n_\sigma=2\langle|\nabla_1\Psi|^2\rangle_\sigma+2\,{\rm Re}\langle\Psi^*\nabla_1^2\Psi\rangle_\sigma . \tag{4}
$$

When (3) is inserted, the other electrons' Laplacians are integrated by parts:

$$
-{\rm Re}\langle\Psi^*\nabla_j^2\Psi\rangle_\sigma=+\langle|\nabla_j\Psi|^2\rangle_\sigma,\qquad j\ge2 .
$$

The surface at infinity contributes nothing because of the decay. Points where particles meet also contribute nothing: if a region of radius $\varepsilon$ around a meeting point is cut out, its surface scales as $\varepsilon^2$ while $\Psi^*\nabla_j\Psi$ stays bounded. The result is

$$
\nabla^2n_\sigma=-\frac{4Z}{r}n_\sigma+g_\sigma, \tag{5}
$$

$$
g_\sigma=2\Big\langle\sum_{j=1}^N|\nabla_j\Psi|^2+2(V_{\rm rest}-E)|\Psi|^2\Big\rangle_\sigma . \tag{6}
$$

The factor 4 is the product of the 2 in (4) and the 2 in (3).

Equations (4) and (5) are meant in the weak sense: both sides are multiplied by a smooth function of $\mathbf r$ that vanishes near the nuclei, and integrated. The surface argument above also covers electron 1 meeting another electron. This weak form is sufficient for the radial integration below.

The function $g_\sigma$ is bounded near the origin. Its gradient terms are bounded by the input properties. The attraction of electron 1 to other nuclei is finite there, since they lie at a nonzero distance. The remaining terms contain singularities such as $1/|\mathbf r-\mathbf r_j|$, but these are integrated over $\mathbf r_j$. Inside a unit sphere around the singular point,

$$
\int_{s<1}\frac{d^3s}{s}=4\pi\int_0^1s\,ds=2\pi ,
$$

and outside it the factor $1/s$ is at most 1 while $|\Psi|^2$ decays. The same estimate covers $1/r_j$ and $1/r_{ij}$. Electrons meeting near the nucleus thus need no separate treatment.

Equation (5) shows why both spins share one coefficient. Exchange, correlation and the number of electrons of each spin enter through $g_\sigma$, which may differ greatly between spins but stays finite. The factor $-4Z/r$ multiplying $n_\sigma$ in the singular term is common to both.

## 4. From the equation to the cusp

The angular part of the Laplacian integrates to zero over a sphere. The average of (5), multiplied by $r^2$, is

$$
\frac{d}{dr}\left(r^2\bar n_\sigma'\right)=-4Zr\,\bar n_\sigma+r^2\bar g_\sigma .
$$

Integrate from the origin. A constant of integration would require $\bar n_\sigma'$ to behave as $1/r^2$, which the bounded gradient forbids. Therefore

$$
r^2\bar n_\sigma'(r)=\int_0^r\left[-4Zs\,\bar n_\sigma(s)+s^2\bar g_\sigma(s)\right]ds . \tag{7}
$$

The bounded gradient also gives $\bar n_\sigma(s)=n_\sigma(0)+O(s)$. The first term integrates to $-2Zr^2n_\sigma(0)+O(r^3)$ and the second is $O(r^3)$. Division by $r^2$ leaves

$$
\bar n_\sigma'(r)=-2Zn_\sigma(0)+O(r),
$$

which proves (2) as $r\to0$. Subtracting the two spins gives

$$
\bar\rho'(0)=-2Z\rho(0). \tag{8}
$$

This holds for either sign of $\rho(0)$. If $\rho(0)=0$, the averaged slope is zero as well.

**The average matters.** Consider the hydrogenic eigenstate formed from equal parts of 2s and 2p$_z$. Up to normalization,

$$
\phi=(2-Zr+Zr\cos\theta)e^{-Zr/2},
$$

$$
\frac{|\phi|^2}{|\phi(0)|^2}=1-2Zr+Zr\cos\theta+O(r^2).
$$

Along $+z$ the logarithmic slope is $-Z$, not $-2Z$. The cosine averages to zero over the sphere, which restores (2). In a molecule, sampling along one bond direction can therefore give a wrong extrapolation. The six points $\pm r\hat{\mathbf x},\pm r\hat{\mathbf y},\pm r\hat{\mathbf z}$ with equal weights average every angular polynomial of degree three or less correctly; a finer angular grid checks whether they suffice.

**Where the law changes.** If the nucleus has a finite size and its potential is bounded, the term $-4Zn_\sigma/r$ in (5) is replaced by a bounded one, and (7) then gives zero slope at the centre. The extrapolated value belongs to the point-nucleus model. A relativistic Hamiltonian has a different wave equation, to which this proof does not apply.

## 5. Mean-field densities

Practical spin densities often come from unrestricted Hartree-Fock (UHF), whose determinant is not an eigenfunction of the full Hamiltonian. The law must be shown again. Each occupied orbital obeys

$$
\left(-\tfrac12\nabla^2-\frac Zr+w\right)\phi_i-K_\sigma\phi_i=\varepsilon_i\phi_i ,
$$

where $w$ contains the electron Coulomb potential and the other nuclei, and $K_\sigma$ is the exchange operator for that spin. With $n_\sigma=\sum_i|\phi_i|^2$, the product rule again yields (5), now with

$$
g_\sigma=2\sum_i\left[|\nabla\phi_i|^2+2(w-\varepsilon_i)|\phi_i|^2-2\,{\rm Re}\,\phi_i^*K_\sigma\phi_i\right].
$$

As in Section 2, we take as input that the orbitals are continuous, have bounded first derivatives and decay exponentially. The gradient term of $g_\sigma$ is then bounded, and $w$ and $K_\sigma\phi_i$ are bounded near the nucleus by the integral estimate of Section 3. The cusp follows as before. It holds for the fully converged UHF solution, not for its expansion in an arbitrary finite basis.

The same reasoning covers orbitals in a local spin-dependent potential if that potential stays finite at the nucleus. This needs checking for a density functional whose potential contains $\nabla^2n_\sigma$, because (5) shows that this quantity diverges as $1/r$ when $n_\sigma(0)\ne0$. A potential that inherits the divergence changes the effective coefficient of $1/r$.

## 6. Extrapolation formulas

The cusp law removes the linear error. To find what remains, suppose further that $\bar g_\sigma(r)=g_{\sigma,0}+O(r)$ for each spin, and let $g_0=g_{\alpha,0}-g_{\beta,0}$. Write $\rho_0=\rho(0)$. Inserting $\bar\rho(s)=\rho_0(1-2Zs)+O(s^2)$ into the difference of the two equations (7) gives

$$
r^2\bar\rho'=-2Z\rho_0r^2+\frac{8Z^2\rho_0+g_0}{3}r^3+O(r^4).
$$

Divide by $r^2$ and integrate once more:

$$
\bar\rho(r)=\rho_0(1-2Zr)+\frac{8Z^2\rho_0+g_0}{6}r^2+O(r^3).
$$

Now define

$$
m(r)=e^{2Zr}\bar\rho(r),\qquad e^{2Zr}=1+2Zr+2Z^2r^2+O(r^3).
$$

The linear terms cancel. The $r^2$ terms proportional to $Z^2\rho_0$ have total coefficient $2-4+\tfrac86=-\tfrac23$. Thus

$$
m(r)=\rho_0+qr^2+O(r^3),\qquad q=\frac{g_0-4Z^2\rho_0}{6}. \tag{9}
$$

The one-point estimate is

$$
\rho_0\approx e^{2Zr}\bar\rho(r), \tag{10}
$$

with error $O(r^2)$. For two points, $4m(r)-m(2r)=3\rho_0+(4-4)qr^2+O(r^3)$, so

$$
\rho_0\approx\frac{4e^{2Zr}\bar\rho(r)-e^{4Zr}\bar\rho(2r)}3, \tag{11}
$$

with error $O(r^3)$. For a hydrogenic 1s density, $\bar\rho\propto e^{-2Zr}$ and $m$ is constant. For a hydrogenic 2s density,

$$
\frac{m(r)}{\rho_0}=\left(1-\frac{Zr}{2}\right)^2e^{Zr}=1-\frac{Z^2r^2}{4}+O(r^3),
$$

so the one-point rule has a quadratic error. Measured on this density between $r=0.02$ and $0.01$ bohr with $Z=3$, the error orders of the uncorrected density, (10) and (11) are 0.96, 2.01 and 3.00.

These orders describe an accurate density. Basis error behaves differently. If the computed averages contain errors $\delta_1$ at $r$ and $\delta_2$ at $2r$, their contribution to (11) is

$$
\frac{4e^{2Zr}\delta_1-e^{4Zr}\delta_2}{3}. \tag{12}
$$

At $Z=3$ and $r=0.10$ bohr the two multipliers have magnitudes 2.43 and 1.11. The two-point rule can therefore lose to the one-point rule when basis error dominates. Cancellation between the spins is a second hazard: the relative one-point error is $qr^2/\rho_0$, which can be large when $\rho_0$ is small even if $q$ is moderate.

## 7. Lithium: the cusp with correlation

The lithium atom has two $\alpha$ electrons and one $\beta$ electron in the state used here. Full configuration interaction (FCI) was carried out in 16 radial s functions and 4 p shells, 28 orbitals in all. Functions with $l\ge2$ are left out and the radial set is finite, so this is a model of the correlated atom with a remaining basis error. Changing the p set or adding d functions moves $\rho(0)$ between about 0.2303 and 0.2310 bohr$^{-3}$, lowers each $n_\sigma(0)$ by up to 0.002 bohr$^{-3}$ and places $A/g_N$ between 184 and 185 MHz; the further digits below belong to this basis and serve only the cusp comparison. The radial exponents do not impose the cusp.

The densities at the nucleus are

$$
n_\alpha(0)=7.0377,\qquad n_\beta(0)=6.8070\quad\text{bohr}^{-3},
$$

and their difference, taken before rounding, is $\rho(0)=0.23077$ bohr$^{-3}$. The cusp law predicts slopes of $-6\times7.0377=-42.226$ and $-6\times6.8070=-40.842$ bohr$^{-4}$. The computed slopes are $-42.281$ and $-40.886$ bohr$^{-4}$, larger in magnitude by 0.13% and 0.11%.

For the spin density the computed slope is $-1.3945$ bohr$^{-4}$, against $-6\times0.23077=-1.3846$ bohr$^{-4}$, a discrepancy of 0.7%. The increase comes from subtraction. The slope errors of the two spins are about $-0.054$ and $-0.044$ bohr$^{-4}$; their difference, $-0.010$ bohr$^{-4}$, is small in absolute terms but is compared with a slope of only 1.38 bohr$^{-4}$. A satisfactory cusp in each spin density does not guarantee an equally good relative cusp in $\rho$.

With $\rho(0)$ in bohr$^{-3}$, the prefactor in (1) is 800.24 MHz bohr$^3$ per unit $g_N$. Thus

$$
\frac{A}{g_N}=800.24\times0.2308\approx185\ \text{MHz}.
$$

The same prefactor with the hydrogen density $1/\pi$ and the proton $g$ factor gives 1423 MHz, consistent with the measured size of about 1.4 GHz.

## 8. Lithium: repairing a Gaussian spin density

To separate basis error from the choice of electronic method, both calculations in this section are UHF. The reference uses 24 exponential s functions and gives $\rho(0)=0.22469$ bohr$^{-3}$. The UHF basis limit is 0.22468 bohr$^{-3}$, lower by 0.001%, so the percentages below are uncertain by about 0.001 percentage points. Its slopes satisfy the cusp law to within 0.02% for each spin and for $\rho$. Percentages below are relative to this UHF value, not to experiment or to FCI.

In the reference basis the formulas behave as (9) predicts:

- At $r=0.02$ bohr the uncorrected density is low by 11.3%, and the one-point estimate by 0.037%.
- At $r=0.05$ bohr these errors are 26.1% and 0.23%, and the two-point error is $+0.016\%$.
- At $r=0.10$ bohr they are 45.7% and 0.98%, and the two-point error is $+0.17\%$.

Dividing the one-point relative errors by $r^2$ gives $-0.92$, $-0.93$ and $-0.98$ bohr$^{-2}$, nearly constant, as a leading quadratic error requires. The drift with $r$ comes mainly from the $O(r^3)$ term in (9), so these ratios only estimate $q/\rho_0$. At 0.02 bohr the errors are so small that the ratio, and the two-point error, are also sensitive to the remaining error of the reference basis. At the UHF basis limit the three ratios are $-0.90$, $-0.92$ and $-0.98$ bohr$^{-2}$, and the $g_\sigma$ of Section 5 inserted in (9) gives $q/\rho_0=-0.88$ bohr$^{-2}$, so the closeness of the first two values above is partly due to that basis error.

The second calculation uses 12 Gaussian s functions with exponents from 0.03 to 715.3 bohr$^{-2}$. Its energy is only 0.00045 hartree above the reference, yet its spin density at the nucleus is 0.20997 bohr$^{-3}$, which is 6.55% too low. Its slope there vanishes because each product of these Gaussians depends on $r^2$. More generally, any finite Gaussian expansion is smooth at the nucleus, so its spherical average has no linear term.

At $r=0.10$ bohr the averaged Gaussian spin density is 0.12237 bohr$^{-3}$. Equation (10) gives

$$
e^{0.6}\times0.12237=1.8221\times0.12237=0.2230\ \text{bohr}^{-3},
$$

an error of $-0.76\%$. The value of $m$ at 0.20 bohr is 4.30% below the reference, or 0.2150 bohr$^{-3}$. Equation (11) then gives

$$
\frac{4(0.2230)-0.2150}{3}=0.2257\ \text{bohr}^{-3},
$$

where the rounded inputs reproduce the unrounded result, an error of $+0.42\%$, to within the last digit. Starting from $r=0.05$ bohr, the one-point and two-point errors fall to $-0.17\%$ and $+0.03\%$. At both radii the one-point error is smaller in magnitude than in the reference basis ($-0.98\%$ at 0.10 bohr and $-0.23\%$ at 0.05 bohr), so part of this gain comes from a positive basis error offsetting the negative extrapolation error.

The smallest radius deserves caution. The narrowest Gaussian has length scale $1/\sqrt{715.3}=0.037$ bohr, which might suggest that $r=0.02$ bohr is too close. Yet the one-point error there is only $-0.009\%$, smaller than the $-0.037\%$ found in the reference basis at the same radius. The Gaussian density is thus slightly too high at 0.02 bohr, while it is too low at the nucleus, so its basis error crosses zero in between. The very small total error reflects compensation between basis and extrapolation errors. The two-point rule from that radius gives $-0.085\%$, whereas the reference basis gives $+0.0003\%$, a value fixed only to about $0.001\%$; nearly all of this error is therefore due to the Gaussian basis.

## 9. Procedure for implementation

1. Compute $\bar n_\alpha$ and $\bar n_\beta$ on several small spheres around the nucleus, using the same directions for both spins, and subtract them to obtain $\bar\rho$.
2. Form $m(r)=e^{2Zr}\bar\rho(r)$ with the full nuclear charge $Z$, and inspect it against $r^2$. This choice of exponent assumes an all-electron, point-nucleus density of the kinds covered in Sections 2 and 5; a density-functional potential with its own $1/r$ term at the nucleus changes it. An accurate density approaches a straight line with intercept $\rho(0)$. In a Gaussian basis with $\rho(0)\ne0$ the points closest to the nucleus must leave that line, because there $m'(0)=2Z\rho(0)$ instead of zero.
3. Use (10) and (11) at several radii outside the disturbed region. The length $1/\sqrt{\alpha_{\max}}$, where $\alpha_{\max}$ is the largest exponent, gives a first scale for that region but not a guaranteed boundary.
4. Keep $2Zr$ small enough for the expansion to apply. How small depends on $q/\rho_0$, and lithium is a favourable case: for the nitrogen atom near the UHF limit, where $\rho(0)$ arises only from spin polarization, the same values $Zr=0.06$, 0.15 and 0.30 give one-point errors of about $+0.8\%$, $+5.6\%$ and $+28\%$ and two-point errors of about $-0.1\%$, $-2\%$ and $-18\%$. For a heavier nucleus this means a smaller radius, and hence a basis that is accurate closer in.
5. Take the spread over radii and between the two rules as a warning of numerical error. Agreement at one radius may be accidental, as the lithium result at 0.02 bohr shows. Repeat with a larger basis before assigning an uncertainty.

Extrapolation restores only the missing cusp, so it helps only when the basis already describes $\bar\rho$ well at the sampling radii. The gain in Section 8 belongs to that uncontracted set: with the lowest exponent 0.04 instead of 0.03 bohr$^{-2}$, the extrapolated values from $r=0.02$ to 0.10 bohr are too high by 0.7 to 1.8%. Standard contracted bases can lose accuracy: for lithium UHF in 6-311G the value at the nucleus is off by $+0.1\%$ and the extrapolated values by $+2$ to $+6\%$, and in cc-pVTZ by $+3.6\%$ and $+1.5$ to $+5.3\%$. For the nitrogen atom in cc-pVTZ the value at the nucleus has the wrong sign, and the extrapolated values remain wrong by 50% or more. Nor does extrapolation supply missing electron correlation: the UHF and FCI spin densities above, 0.225 and 0.231 bohr$^{-3}$, remain different after the cusp has been treated. The numerical check accompanying this appendix tests the density identity (5) and the coefficient in (9) on a noninteracting two-electron triplet, and the cusp law itself on the interacting lithium atom.

## Values computed for the example and the checks

```
Nuclear charge Z = 3; expected log slope -2Z = -6.0 1/bohr
Density identity, largest relative error: 5.4e-08
Triplet r^2 coefficient of m, direct:  -2.41717 bohr^-5
Triplet r^2 coefficient of m, formula: -2.41717 bohr^-5
2s-2p hybrid log slope along +z: -3.0000 1/bohr
2s-2p hybrid log slope, averaged: -6.0000 1/bohr
Measured error orders (raw, one-point, two-point): 0.962, 2.014, 2.997
Li FCI: 28 orbitals (16 s, 4 p shells), energy -7.47322 hartree
FCI n_alpha(0) = 7.03772 bohr^-3, slope = -42.2807 bohr^-4
    -slope/(2Z value) = 1.00129
FCI n_beta(0) = 6.80695 bohr^-3, slope = -40.8861 bohr^-4
    -slope/(2Z value) = 1.00109
FCI rho(0) = 0.23077 bohr^-3, slope = -1.3945 bohr^-4
    -slope/(2Z value) = 1.00717
Li UHF, 24 exponential s functions: energy -7.432751 hartree
UHF rho(0) = 0.224686 bohr^-3
UHF -slope/(2Z value), alpha, beta, rho: 1.000176, 1.000178, 1.000096
UHF exponential basis, error in rho(0), percent:
  r=0.02 bohr: raw -11.341, one-point -0.0367, two-point (r,2r) 0.0003
  r=0.05 bohr: raw -26.090, one-point -0.2325, two-point (r,2r) 0.0161
  r=0.10 bohr: raw -45.656, one-point -0.9785, two-point (r,2r) 0.1650
Gaussian exponents: 0.03 to 715.3 bohr^-2, 12 functions, ratio 2.5
Gaussian UHF energy -7.432306 hartree
Gaussian rho at nucleus 0.209969 bohr^-3, error -6.550 percent
Gaussian log slope at nucleus: 0.00000 1/bohr (magnitude)
Gaussian basis, error of extrapolated rho(0), percent:
  r=0.02 bohr: one-point -0.009, two-point (r,2r) -0.085
  r=0.05 bohr: one-point -0.165, two-point (r,2r) 0.034
  r=0.10 bohr: one-point -0.761, two-point (r,2r) 0.419
  r=0.15 bohr: one-point -2.229, two-point (r,2r) 0.737
  r=0.20 bohr: one-point -4.298, two-point (r,2r) 1.852
Gaussian one-point value from r=0.10 bohr: 0.222977 bohr^-3
Coupling per g_N per unit rho(0): 800.2374 MHz bohr^3
Hydrogen coupling from this factor: 1422.8 MHz
Li FCI coupling per g_N: 184.669 MHz
```
